# Why the Gross-Kohn kernel shifts and damps the Kohn mode: a numerical check

```python
"""
Result under test: in a parabolic well v(z) = w0^2 z^2/2 the local
Gross-Kohn kernel f(n0(z), w) moves the Kohn mode from w0 to
    w^2 = w0^2 + S,   S = (1/N) int [f(n0,w0) - f(n0,0)] (dn0/dz)^2 dz
to first order in the memory part f(n0,w) - f(n0,0).
For a mode density dn the exact identity of this approximation is
    w^2 - w0^2 = - int n0' [f(n0,w) - f(n0,0)] dn dz / int z dn dz.
N: electrons per area; n0: ground-state density; time factor exp(-i w t).
Hartree atomic units. The response matrix of the Kohn-Sham subbands gives
the modes independently of the force argument.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.special import gamma
from scipy.constants import physical_constants

W0 = 0.3
N_SHEET = 0.1
HALF_BOX = 18.0
N_FLOOR = 1e-14      # density floor, used only inside the xc functions
HIGH_C = 23 * np.pi / 15
GAM = gamma(0.25)**2 / (4 * np.sqrt(2 * np.pi))

# Uniform-gas functions: Dirac exchange and Wigner correlation
n = sp.symbols("n", positive=True)
rs_sym = (3 / (4 * sp.pi * n))**sp.Rational(1, 3)
eps = (-sp.Rational(3, 4) * (3 * n / sp.pi)**sp.Rational(1, 3)
       - 0.44 / (rs_sym + 7.8))
third = sp.Rational(1, 3)
f_inf_sym = (-sp.Rational(4, 5) * n**(2 * third) * sp.diff(eps / n**(2 * third), n)
             + 6 * n**third * sp.diff(eps / n**third, n))
v_xc = sp.lambdify(n, sp.diff(n * eps, n), "numpy")
f_static = sp.lambdify(n, sp.diff(n * eps, n, 2), "numpy")
f_infinite = sp.lambdify(n, f_inf_sym, "numpy")


def shape(x):
    """Memory function h(x): h(0) = 0, h(infinity) = 1."""
    x = np.atleast_1d(np.asarray(x, dtype=complex))
    hyp = np.array([complex(mp.hyp2f1(1, 0.75, 0.5, -mp.mpc(t)**2)) for t in x])
    return 1 - hyp - 1j * GAM * x * (1 + x**2)**(-1.25)


def memory(density, w):
    """f(n,w) - f(n,0) of the Gross-Kohn parametrization."""
    d = np.maximum(np.atleast_1d(density), N_FLOOR)
    gap = f_infinite(d) - f_static(d)
    return gap * shape((GAM * gap / HIGH_C)**(2 / 3) * w)


def ground_state(h):
    """Self-consistent LDA subbands on a sinc grid of spacing h."""
    m = int(round(HALF_BOX / h))
    idx = np.arange(-m, m + 1)
    z = h * idx
    diff = idx[:, None] - idx[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 6, sign / safe**2) / h**2
    deriv = np.where(diff == 0, 0.0, sign / (h * safe))
    # h/6 on the diagonal removes the leading quadrature error of the kink
    coulomb = -2 * np.pi * h * (np.abs(diff) + np.eye(len(z)) / 6)
    dens = np.exp(-(z / 7.5)**4)
    dens *= N_SHEET / (h * dens.sum())
    for _ in range(800):
        pot = (0.5 * W0**2 * z**2 + h * coulomb @ dens
               + v_xc(np.maximum(dens, N_FLOOR)))
        energy, orb = np.linalg.eigh(kinetic + np.diag(pot))
        orb = orb / np.sqrt(h)
        for count in range(1, 30):
            mu = (np.pi * N_SHEET + energy[:count].sum()) / count
            if mu <= energy[count]:
                break
        occ = np.maximum(mu - energy, 0) / np.pi
        new = (orb**2) @ occ
        new = 0.5 * (new + new[::-1])
        error = np.max(np.abs(new - dens))
        if error < 1e-12:
            break
        dens = dens + 0.2 * (new - dens)
    assert error < 1e-12, error
    return dict(h=h, z=z, dens=new, slope=deriv @ new, energy=energy,
                orb=orb, occ=occ, mu=mu, coulomb=coulomb, count=count)


def first_order(gs):
    return gs["h"] * np.sum(memory(gs["dens"], W0) * gs["slope"]**2) / N_SHEET


# Tests of the uniform-gas kernel
densities = np.logspace(-14, 0, 60)
assert np.all(f_infinite(densities) > f_static(densities))
xs = np.logspace(-2, 2, 40)
assert np.all(shape(xs).imag < 0) and np.all(shape(xs).real > 0)


def im_h(t):
    return -GAM * t * (1 + t * t)**(-1.25)


for x in (0.3, 0.9, 2.5):
    near = quad(lambda t: t * im_h(t) / (t + x), 0, 2 * x,
                weight="cauchy", wvar=x)[0]
    far = quad(lambda t: t * im_h(t) / (t * t - x * x), 2 * x, np.inf)[0]
    kramers_kronig = 1 + 2 / np.pi * (near + far)
    assert abs(kramers_kronig - shape(x)[0].real) < 1e-6

# Ground state and intersubband response matrix
gs = ground_state(0.3)
h, z, dens, slope = gs["h"], gs["z"], gs["dens"], gs["slope"]
pairs = [(j, k) for j in range(gs["count"]) for k in range(j + 1, 70)]
lower = np.array([p[0] for p in pairs])
upper = np.array([p[1] for p in pairs])
gap_w = gs["energy"][upper] - gs["energy"][lower]
weight = np.sqrt((gs["occ"][lower] - gs["occ"][upper]) * gap_w)
pair_dens = (gs["orb"][:, lower] * gs["orb"][:, upper]).T
hartree_part = h**2 * pair_dens @ gs["coulomb"] @ pair_dens.T
static_f = f_static(np.maximum(dens, N_FLOOR))


def kohn_mode(extra):
    """Squared frequency and density of the mode with the largest dipole."""
    local = h * (pair_dens * (static_f + extra)) @ pair_dens.T
    matrix = (np.diag(gap_w**2)
              + 2 * weight[:, None] * (hartree_part + local) * weight[None, :])
    values, vectors = np.linalg.eig(matrix)
    dipole = weight * (pair_dens @ z) * h
    best = np.argmax(np.abs(vectors.T @ dipole))
    return complex(values[best]), (weight * vectors[:, best]) @ pair_dens


# Adiabatic kernel: rigid motion at the bare frequency
sq_adiabatic, dn = kohn_mode(np.zeros_like(z))
w_adiabatic = np.sqrt(sq_adiabatic)
assert abs(w_adiabatic - W0) < 1e-6, w_adiabatic
rigid_error = (np.max(np.abs(dn * N_SHEET / (h * np.sum(z * dn)) + slope))
               / np.max(np.abs(slope)))
assert rigid_error < 1e-3, rigid_error

# First-order formula: its error must fall as the square of the strength
S = first_order(gs)
mem0 = memory(dens, W0)
errors = []
for strength in (0.1, 0.05):
    sq, _ = kohn_mode(strength * mem0)
    errors.append(abs(sq - sq_adiabatic - strength * S))
error_ratio = errors[0] / errors[1]
assert 3.3 < error_ratio < 4.7, error_ratio

# Self-consistent complex root of the Gross-Kohn response
w = complex(W0)
for _ in range(15):
    sq, dn = kohn_mode(memory(dens, w))
    w_next = np.sqrt(sq)
    change = abs(w_next - w)
    w = w_next
    if change < 1e-10:
        break
assert change < 1e-10
force_side = -np.sum(slope * memory(dens, w) * dn) / np.sum(z * dn)
assert abs(w**2 - W0**2 - force_side) < 1e-6
w_first = np.sqrt(W0**2 + S)
assert S.imag < 0 < S.real and w.imag < 0 and w.real > W0
relative_gap = abs(w - w_first) / abs(w - W0)
assert relative_gap < 0.25, relative_gap

# Grid convergence
S_coarse = first_order(ground_state(0.4))
assert abs(S_coarse - S) < 1e-3 * abs(S)

EV = physical_constants["Hartree energy in eV"][0]
FS = physical_constants["atomic unit of time"][0] * 1e15
center = len(z) // 2
edge = center + np.argmax(np.abs(slope[center:]))


def show(label, value, unit="", digits=5):
    if isinstance(value, (complex, np.complexfloating)):
        text = f"{value.real:.{digits}g} {value.imag:+.{digits}g} i"
    else:
        text = f"{value:.{digits}g}"
    print(f"{label}: {text} {unit}".rstrip())


show("well frequency w0", W0, "hartree")
show("sheet density N", N_SHEET, "bohr^-2")
show("equivalent background density w0^2/(4 pi)", W0**2 / (4 * np.pi), "bohr^-3")
show("slab width N/background", N_SHEET * 4 * np.pi / W0**2, "bohr")
show("density at centre", dens[center], "bohr^-3")
show("r_s at centre", (3 / (4 * np.pi * dens[center]))**(1 / 3), "bohr")
print("occupied subbands:", gs["count"])
for j in range(gs["count"]):
    show(f"subband {j} bottom below Fermi level", gs["mu"] - gs["energy"][j], "hartree")
    show(f"subband {j} sheet density", gs["occ"][j], "bohr^-2")
show("constant gamma", GAM, digits=6)
show("constant c", HIGH_C, digits=6)
for name, i in (("centre", center), ("steepest point", edge)):
    d = dens[i]
    show(f"{name}: z", z[i], "bohr")
    show(f"{name}: density", d, "bohr^-3")
    show(f"{name}: f(0)", f_static(d), "hartree bohr^3")
    show(f"{name}: f(infinity)", f_infinite(d), "hartree bohr^3")
    show(f"{name}: f(w0)-f(0)", mem0[i], "hartree bohr^3")
show("integral of (dn0/dz)^2", h * np.sum(slope**2), "bohr^-7")
show("S", S, "hartree^2")
show("S/(2 w0)", S / (2 * W0), "hartree")
show("first-order root sqrt(w0^2+S)", w_first, "hartree")
show("adiabatic LDA: |w-w0|", abs(w_adiabatic - W0), "hartree", 2)
show("adiabatic LDA: relative deviation from rigid motion", rigid_error, "", 2)
show("Gross-Kohn root w", w, "hartree")
show("force identity: w^2-w0^2 from the mode density", force_side, "hartree^2")
show("w^2-w0^2 from the response matrix", w**2 - W0**2, "hartree^2")
show("spurious shift Re w - w0", w.real - W0, "hartree", 4)
show("spurious shift in meV", 1000 * EV * (w.real - W0), "meV", 4)
show("relative shift", 100 * (w.real - W0) / W0, "percent", 3)
show("amplitude damping rate -Im w", -w.imag, "hartree", 4)
show("damping rate in meV", -1000 * EV * w.imag, "meV", 4)
show("amplitude decay time", -FS / w.imag, "fs", 4)
show("oscillation periods in one decay time", -w.real / (2 * np.pi * w.imag), "", 3)
show("first-order error relative to |w-w0|", 100 * relative_gap, "percent", 2)
show("error ratio on halving the memory part", error_ratio, "", 3)
show("relative change of S on the coarser grid", abs(S_coarse / S - 1), "", 2)
print("all good")
```

Printed output:

```
well frequency w0: 0.3 hartree
sheet density N: 0.1 bohr^-2
equivalent background density w0^2/(4 pi): 0.007162 bohr^-3
slab width N/background: 13.963 bohr
density at centre: 0.0070813 bohr^-3
r_s at centre: 3.2305 bohr
occupied subbands: 3
subband 0 bottom below Fermi level: 0.16145 hartree
subband 0 sheet density: 0.051392 bohr^-2
subband 1 bottom below Fermi level: 0.11495 hartree
subband 1 sheet density: 0.03659 bohr^-2
subband 2 bottom below Fermi level: 0.037755 hartree
subband 2 sheet density: 0.012018 bohr^-2
constant gamma: 1.31103
constant c: 4.81711
centre: z: 0 bohr
centre: density: 0.0070813 bohr^-3
centre: f(0): -9.3754 hartree bohr^3
centre: f(infinity): 0.061412 hartree bohr^3
centre: f(w0)-f(0): 3.2559 -4.9359 i hartree bohr^3
steepest point: z: 6.6 bohr
steepest point: density: 0.0039818 bohr^-3
steepest point: f(0): -14.001 hartree bohr^3
steepest point: f(infinity): 0.53263 hartree bohr^3
steepest point: f(w0)-f(0): 7.318 -8.1805 i hartree bohr^3
integral of (dn0/dz)^2: 2.9842e-05 bohr^-7
S: 0.0034425 -0.0027576 i hartree^2
S/(2 w0): 0.0057375 -0.0045959 i hartree
first-order root sqrt(w0^2+S): 0.30572 -0.00451 i hartree
adiabatic LDA: |w-w0|: 7.2e-13 hartree
adiabatic LDA: relative deviation from rigid motion: 6.7e-11
Gross-Kohn root w: 0.30523 -0.0035478 i hartree
force identity: w^2-w0^2 from the mode density: 0.00315 -0.0021658 i hartree^2
w^2-w0^2 from the response matrix: 0.00315 -0.0021658 i hartree^2
spurious shift Re w - w0: 0.005226 hartree
spurious shift in meV: 142.2 meV
relative shift: 1.74 percent
amplitude damping rate -Im w: 0.003548 hartree
damping rate in meV: 96.54 meV
amplitude decay time: 6.818 fs
oscillation periods in one decay time: 13.7
first-order error relative to |w-w0|: 17 percent
error ratio on halving the memory part: 3.97
relative change of S on the coarser grid: 5.5e-06
all good
```
